# Why the Hiller-Sucher-Feinberg Density Beats Direct Evaluation in Gaussian Bases

**Q.** Contact interactions need the electron density at the nucleus, $\rho(0)$. I am told that in a Gaussian basis one should average $dV/dr$ rather than read off $|\psi(0)|^2$. Why are the two related at all?

**A.** Use Hartree atomic units and one electron with $H=-\tfrac12\nabla^2+V(r)$, where $rV$ is bounded at the origin. For a bound s state put $\psi=u/(r\sqrt{4\pi})$ with $u(0)=0$ and $\int_0^\infty u^2dr=1$. Then $\rho(0)=u'(0)^2/4\pi$, and the radial equation is $u''=2(V-E)u$. Multiply by $u'$ and integrate. On the left $u'u''=\tfrac12(u'^2)'$, which gives $-\tfrac12u'(0)^2$. On the right $2uu'=(u^2)'$, and integration by parts gives

$$\int_0^\infty (V-E)(u^2)'dr=\big[(V-E)u^2\big]_0^\infty-\int_0^\infty V'u^2dr .$$

The bracket vanishes at the origin because $Vu^2\sim r$, and at infinity because the bound state decays. Hence $\tfrac12u'(0)^2=\langle V'\rangle$, and division by $2\pi$ gives the Hiller-Sucher-Feinberg (HSF) identity

$$\rho(0)=\frac{1}{2\pi}\langle V'\rangle .$$

For $V=-Z/r$ with a point nucleus of infinite mass, the 1s state is $u=2Z^{3/2}re^{-Zr}$ with $E=-Z^2/2$. Directly, $\rho(0)=4Z^3/4\pi=Z^3/\pi\equiv a$. With $V'=Z/r^2$, $\langle V'\rangle=4Z^4\int e^{-2Zr}dr=2Z^3$, which gives the same $a$. For $l>0$ replace $V$ by $V+l(l+1)/2r^2$. Now $u\sim r^{l+1}$, so $u'(0)=0$, the bracket goes as $r^{2l}$ and still vanishes, and the identity becomes $\langle V'-l(l+1)/r^3\rangle=0$. The numerical check tests both forms for all hydrogen states up to $n=3$, and the s-state form for a linear potential and for the ground state of the Hulthén potential $V=-d\,e^{-dr}/(1-e^{-dr})$ with $d=0.5$, where both sides are $0.29841552$ bohr$^{-3}$.

**Q.** For an approximate function the two sides differ. By how much?

**A.** Let $\tilde u$ be normalised, smooth, zero at the origin, with energy $\tilde E$, and define the residual $w=-\tfrac12\tilde u''+(V-\tilde E)\tilde u$. Then $\tilde u''=2(V-\tilde E)\tilde u-2w$, and the same integration gives $-\tfrac12\tilde u'(0)^2=-\langle V'\rangle-2\int w\tilde u'dr$. Multiplying by $-1/2\pi$,

$$\rho_{\rm dir}-\rho_{\rm HSF}=\frac1\pi\int_0^\infty w\,\tilde u'\,dr .$$

Take the basis $g_j=re^{-\alpha_jr^2}$ with largest exponent $A$. Each $g_j$ is odd in $r$, so $\tilde u''(0)=0$, while $-Z\tilde u/r\to-Z\tilde u'(0)$. Thus $w(0)=-Z\tilde u'(0)$ whatever the coefficients: the basis has no cusp to cancel the Coulomb term. If the basis is otherwise good, $w$ should be concentrated within about the width of the tightest function, $\epsilon=A^{-1/2}$, and the difference is of order $-Z\epsilon\,\tilde u'(0)^2$, a fraction of order $Z\epsilon$ of $\rho(0)$.

**Q.** That does not tell me which estimate carries the error. Is HSF better because it is second order in the error of the wavefunction?

**A.** It is first order. For a Slater function $e^{-\zeta r}$ with $\zeta=Z(1+\eta)$, $\rho_{\rm dir}=\zeta^3/\pi$. Also $\langle r^{-2}\rangle=(1/2\zeta)/(1/4\zeta^3)=2\zeta^2$, so $\rho_{\rm HSF}=Z\zeta^2/\pi$. Relative to $a$ the errors are $3\eta$ and $2\eta$, and quadrature gives $3.0000$ and $2.0000$ for the coefficients.

The advantage comes from the weight that multiplies the residual. Put $\delta u=\tilde u-u$ and $W=(H-E)\tilde u=(H-E)\delta u$, with the exact $E$. Two integrations by parts give, for any decaying $\phi$ with $\phi'\delta u\to0$ at the origin,

$$\int W\phi\,dr=\tfrac12\phi(0)\,\delta u'(0)+\int\delta u\,(H-E)\phi\,dr .$$

For HSF let $O=Z/2\pi r^2$ and seek $\phi=Fu$ with $(H-E)\phi=(O-a)u$. Because $(H-E)u=0$, $(H-E)(Fu)=-\tfrac12F''u-F'u'$. With $F=\ln r+Zr$ one has $F'=1/r+Z$, $F''=-1/r^2$, and $u'=(1/r-Z)u$, so

$$(H-E)(Fu)=\Big[\frac1{2r^2}-\frac1{r^2}+Z^2\Big]u .$$

Multiplying by $-Z/\pi$ turns the bracket into $O-a$, so $\phi_{\rm HSF}=-(Z/\pi)(\ln r+Zr)u$, which vanishes at the origin. Expanding $\tilde u^2=u^2+2u\,\delta u+\delta u^2$ and using $\int(O-a)u^2dr=0$,

$$\rho_{\rm HSF}-a=2\int W\phi_{\rm HSF}\,dr+\int(O-a)\,\delta u^2dr .$$

For the direct value, differentiate the radial equation: $(H-E)u'=-V'u=-Zu/r^2$ for $r>0$. So $\phi_{\rm dir}=\phi_{\rm HSF}+u'/2\pi$ obeys $(H-E)\phi_{\rm dir}=-au$ and has $\phi_{\rm dir}(0)=u'(0)/2\pi$. The integration formula gives $2\int W\phi_{\rm dir}dr=u'(0)\delta u'(0)/2\pi-2a\int u\,\delta u\,dr$, and normalisation of $\tilde u$ means $2\int u\,\delta u\,dr=-\int\delta u^2dr$. Since $\rho_{\rm dir}-a=[2u'(0)\delta u'(0)+\delta u'(0)^2]/4\pi$,

$$\rho_{\rm dir}-a=2\int W\phi_{\rm dir}\,dr+\frac{\delta u'(0)^2}{4\pi}-a\int\delta u^2dr .$$

Neither formula is approximate. Near the nucleus $W\approx-Zu'(0)$ over a width $\epsilon$. The direct weight is the constant $u'(0)/2\pi$, so the error relative to $a=u'(0)^2/4\pi$ is of order $Z\epsilon$. The HSF weight is $-(Z/\pi)u'(0)\,r\ln r$, one power of $r$ smaller, so the relative error is of order $Z^2\epsilon^2$, apparently times $\ln\epsilon$.

The logarithm drops out at leading order whenever $W$ is confined to $r\sim\epsilon$. Taking $\phi=u$ in the integration formula gives $\int Wu\,dr=0$ for any $\tilde u$, and $u\propto r$ in that region, so a multiple of $r$ can be dropped from the weight. In a linear variational calculation the same follows from the secular equations, which say $\int g_jw\,dr=0$, and $W=w+\Delta E\,\tilde u$ with $\Delta E=\tilde E-E$. So any combination of basis functions can be subtracted from $\phi$ at a cost of order $\Delta E$, which is of order $\epsilon^3$ as shown below. Write $r\ln r=r\ln(r/\epsilon)+r\ln\epsilon$. A basis function with $\alpha\sim Z^2$ equals $r$ throughout the region $r\sim\epsilon$ and removes the second piece.

**Q.** Can you give coefficients rather than orders?

**A.** In closed form for a simple model. Consider

$$\psi_A(r)=\frac{Z}{2\sqrt\pi}\int_0^A\alpha^{-3/2}e^{-Z^2/4\alpha}e^{-\alpha r^2}d\alpha .$$

Substitute $t=Z/2\sqrt\alpha$, so $dt=-\tfrac14Z\alpha^{-3/2}d\alpha$, and set $b=Zr/2$, $t_0=Z/2\sqrt A$. Then $\psi_A=(2/\sqrt\pi)\int_{t_0}^\infty e^{-t^2-b^2/t^2}dt$. Because $e^{\pm2b}e^{-(t\pm b/t)^2}=e^{-t^2-b^2/t^2}$, the derivative of $e^{2b}\,{\rm erf}(t+b/t)+e^{-2b}\,{\rm erf}(t-b/t)$ is $(2/\sqrt\pi)e^{-t^2-b^2/t^2}[(1-b/t^2)+(1+b/t^2)]$, twice the integrand. With $b/t_0=\sqrt A\,r$,

$$\psi_A=\tfrac12\big[e^{-Zr}{\rm erfc}(t_0-\sqrt A\,r)+e^{Zr}{\rm erfc}(t_0+\sqrt A\,r)\big].$$

As $A\to\infty$ the first erfc tends to 2 and the second to 0, so $\psi_\infty=e^{-Zr}$: the exact state is a superposition of Gaussians, and $\psi_A$ omits the tight ones. For $A\gg Z^2$ the factor $e^{-Z^2/4\alpha}$ is 1 in the omitted part,

$$\delta\psi=\psi_A-e^{-Zr}\approx-\frac{Z}{2\sqrt\pi}\int_A^\infty\alpha^{-3/2}e^{-\alpha r^2}d\alpha .$$

The norm changes through $\int\delta\psi\,r^2dr\propto\int_A^\infty\alpha^{-3}d\alpha\propto A^{-2}$, which is negligible here. At the origin $\delta\psi(0)=-Z/\sqrt{\pi A}$, so the relative direct error is $2\delta\psi(0)=-(2/\sqrt\pi)ZA^{-1/2}$. HSF needs $\int\psi^2dr$, whose exact value is $1/2Z$. With $\int_0^\infty e^{-\alpha r^2}dr=\tfrac12\sqrt{\pi/\alpha}$,

$$2\int\delta\psi\,dr=-2\cdot\frac{Z}{2\sqrt\pi}\cdot\frac{\sqrt\pi}{2}\int_A^\infty\alpha^{-2}d\alpha=-\frac{Z}{2A},$$

and multiplying by $2Z$ gives the relative error $-Z^2/A$. The quadratic term $\int\delta\psi^2dr$ is of order $Z^2A^{-3/2}$.

The energy error is $\langle\delta\psi|H-E|\delta\psi\rangle$ over the norm $\int r^2e^{-2Zr}dr=1/4Z^3$, since $H-E$ annihilates the exact part. Differentiating $\delta\psi$ and putting $s=r\sqrt\alpha$ gives $\delta\psi'=(Z/\sqrt\pi)\,r\,(2/r)\int_{\sqrt Ar}^\infty e^{-s^2}ds=Z\,{\rm erfc}(\sqrt A\,r)$. The kinetic part goes as $A^{-3/2}$ and the Coulomb part $Z\int\delta\psi^2r\,dr$ as $A^{-2}$, so $\Delta E\approx4Z^3\cdot\tfrac12Z^2A^{-3/2}J$ with $J=\int_0^\infty x^2{\rm erfc}^2x\,dx$. Integrate by parts twice, using ${\rm erfc}'x=-(2/\sqrt\pi)e^{-x^2}$ and the antiderivative $-\tfrac12(x^2+1)e^{-x^2}$ of $x^3e^{-x^2}$:

$$J=\frac{4}{3\sqrt\pi}\int_0^\infty x^3e^{-x^2}{\rm erfc}\,x\,dx=\frac{4}{3\sqrt\pi}\Big[\frac12-\frac1{\sqrt\pi}\int_0^\infty(x^2+1)e^{-2x^2}dx\Big].$$

The last integral is $\sqrt\pi\,(1/8\sqrt2+1/2\sqrt2)=5\sqrt\pi/8\sqrt2$. Define constants by

$$\frac{\rho_{\rm dir}-a}{a}=-C_d\frac{Z}{\sqrt A},\qquad\frac{\rho_{\rm HSF}-a}{a}=-C_h\frac{Z^2}{A},\qquad\Delta E=C_E\frac{Z^5}{A^{3/2}} .$$

The model has $C_d=2/\sqrt\pi=1.12838$, $C_h=1$ and $C_E=2J=(8-5\sqrt2)/6\sqrt\pi=0.08735$. Quadrature at $Z=1$, $A=10^6$ bohr$^{-2}$ gives $1.12806$, $0.99947$ and $0.08728$, within the expected relative correction $Z/\sqrt A=10^{-3}$. Eliminating $A$, the direct error goes as $\Delta E^{1/3}$ and the HSF error as $\Delta E^{2/3}$.

**Q.** My basis is discrete and its coefficients are optimised. Do those constants survive?

**A.** The powers do; the constants change. Take an even-tempered set $\alpha_j=\alpha_0\beta^j$, $h=\ln\beta$, ending at $\alpha_N=A$, and assume that $\beta$ and $\alpha_0$ are small enough that the missing tight functions dominate the error. Then $\int d\alpha/\alpha\to h\sum_j$ represents functions on the infinite lattice. Three representations are needed at short range. For $u=u'(0)\,re^{-Zr}$ the transform above gives coefficients $c_j=u'(0)hZ\alpha_j^{-1/2}/2\sqrt\pi$. For $\phi_{\rm HSF}\approx-(Z/\pi)u'(0)r\ln r$ use $\ln r=\tfrac12\int(e^{-\alpha}-e^{-\alpha r^2})d\alpha/\alpha$, which holds because both sides vanish at $r=1$ and have derivative $1/r$; the $r$-dependent term gives $c_j=u'(0)hZ/2\pi$, and the constant term multiplies $r$, which is removed as before. For $\phi_{\rm dir}\approx[u'(0)/2\pi]\,r\cdot r^{-1}$ use $r^{-1}=\pi^{-1/2}\int\alpha^{-1/2}e^{-\alpha r^2}d\alpha$, the Gaussian integral in $\sqrt\alpha$, giving $c_j=u'(0)h\alpha_j^{1/2}/2\pi^{3/2}$.

On the scale $\epsilon$ the kinetic energy $T\sim\epsilon^{-2}$ exceeds $Z/\epsilon$, so $H-E\to T$. Now $\delta u$ is a basis combination minus the tail $j>N$ of $u$, and the secular equations make $T\delta u$ orthogonal to the basis. Hence $\delta u=-Qu$, where $Q$ projects on the complement of the basis in the metric $T$, and at leading order

$$\text{error}=-2\langle Qu|T|Q\phi\rangle,\qquad\Delta E=\langle Qu|T|Qu\rangle .$$

With $g_j''=(-6\alpha_jr+4\alpha_j^2r^3)e^{-\alpha_jr^2}$, $p=\alpha_i+\alpha_j$, $\int r^2e^{-pr^2}dr=\sqrt\pi/4p^{3/2}$ and $\int r^4e^{-pr^2}dr=3\sqrt\pi/8p^{5/2}$,

$$T_{ij}=\frac{3\sqrt\pi\,\alpha_j}{4p^{5/2}}(p-\alpha_j)=(\alpha_i\alpha_j)^{-1/4}\tau_{i-j},\qquad\tau_n=\frac{3\sqrt\pi}{4}\Big(2\cosh\frac{nh}2\Big)^{-5/2},$$

where $p=2\sqrt{\alpha_i\alpha_j}\cosh[(i-j)h/2]$ was used. For the scaled functions $\alpha_j^{1/4}g_j$, whose coefficients are $n_j=c_j\alpha_j^{-1/4}$, the matrix depends on $i-j$ alone. Orthonormalise them from diffuse to tight, $\alpha_j^{1/4}g_j=\sum_{m\le j}L_{jm}\chi_m$; this is the Cholesky factorisation of $\tau$. The component of a function on $\chi_m$ is $\sum_{j\ge m}n_jL_{jm}$, and $Q$ keeps $m>N$. Far from the diffuse end $L_{jm}=\ell_{j-m}$. The coefficients have the form $n_j=n\,\alpha_j^{-s}$ with $s=3/4$ for $u$, $1/4$ for HSF and $-1/4$ for the direct case, so the component is $n\,\alpha_m^{-s}\ell(\beta^{-s})$ with $\ell(z)=\sum_{k\ge0}\ell_kz^k$. Summing over $\alpha_m=A\beta^i$, $i\ge1$,

$$\langle Qf_1|T|Qf_2\rangle=n_1n_2\,\ell(\beta^{-s_1})\,\ell(\beta^{-s_2})\,\frac{A^{-s_1-s_2}}{\beta^{s_1+s_2}-1}.$$

For the direct error, $n_1n_2=u'(0)^2h^2Z/4\pi^2$; multiplying by $-2$ and dividing by $u'(0)^2/4\pi$ leaves $-2h^2Z/\pi$. For HSF, $n_1n_2=u'(0)^2h^2Z^2/4\pi^{3/2}$, leaving $-2h^2Z^2/\sqrt\pi$. For the energy, $n_1^2=4Z^3h^2Z^2/4\pi$. Therefore

$$C_d=\frac{2h^2\ell(\beta^{-3/4})\ell(\beta^{1/4})}{\pi(\beta^{1/2}-1)},\quad C_h=\frac{2h^2\ell(\beta^{-3/4})\ell(\beta^{-1/4})}{\sqrt\pi(\beta-1)},\quad C_E=\frac{h^2\ell(\beta^{-3/4})^2}{\pi(\beta^{3/2}-1)}.$$

To find $\ell$, note that $\tau=LL^T$ reads $\tau_n=\sum_k\ell_k\ell_{k+n}$, that is $\sigma(\theta)\equiv\sum_n\tau_ne^{in\theta}=\ell(e^{i\theta})\ell(e^{-i\theta})$. With $x=e^t$, $(2\cosh\frac t2)^{-5/2}=x^{5/4}(1+x)^{-5/2}$, so the Fourier transform in $t$ is the beta integral $|\Gamma(\frac54+ik)|^2/\Gamma(\frac52)$, and $\Gamma(\frac52)=3\sqrt\pi/4$ cancels the prefactor. Poisson summation gives

$$\sigma(\theta)=\frac1h\sum_m\Big|\Gamma\Big(\frac54+i\,\frac{\theta+2\pi m}{h}\Big)\Big|^2>0 .$$

The inverse of $L$ is also lower triangular, and it is bounded: $\sigma$ is continuous and positive, so every eigenvalue of $\tau$ is at least $\min\sigma>0$ and each row of $L^{-1}$ has squared norm at most $1/\min\sigma$. The coefficients of $1/\ell(z)$ are therefore square-summable and its series converges for $|z|<1$, so $\ell$ has no zero in the unit disc and $\ln\ell$ is a power series. Matching it to $\ln\sigma=\hat c_0+\sum_{n\ge1}\hat c_n(e^{in\theta}+e^{-in\theta})$ gives $\ell(z)=\exp(\tfrac12\hat c_0+\sum_{n\ge1}\hat c_nz^n)$. The point $\beta^{1/4}$ lies outside the unit disc; that the formula still holds there for $\beta=1.5$ is tested against an explicit Cholesky factor. For real $z$ where the series converges $\ell>0$, so in this regime both estimates fall below $a$.

**Q.** How does that compare with an actual diagonalisation?

**A.** For $\beta=1.5$, $h=0.405465$, the factors are $\ell(\beta^{-3/4})=0.43596$, $\ell(\beta^{-1/4})=0.90839$, $\ell(\beta^{1/4})=2.40612$, giving $C_d=0.48849$, $C_h=0.14693$, $C_E=0.011881$. Variational solutions in 60-digit arithmetic with $Z=1$, $\alpha_0=0.01$ bohr$^{-2}$ and 46 functions, $A=8.3967\times10^5$ bohr$^{-2}$, give $0.48847$, $0.14716$, $0.011879$. The slopes $d\ln|{\rm error}|/d\ln A$ between 42 and 46 functions are $-0.5000$, $-1.0010$, $-1.4998$. The relative errors there are $-5.33\times10^{-4}$ and $-1.75\times10^{-7}$; their ratio, 3041.6, is close to the leading-order $(C_d/C_h)\sqrt A/Z$ and grows as $\sqrt A$. The next term of $\phi_{\rm HSF}$ is $Zr^2\ln r$ beside $r\ln r$, so $C_h$ has relative corrections of order $Z\epsilon\ln\epsilon$; with 22 functions $3.1996\times10^{-3}\times49.879=0.160$, about 9% above $0.14693$. The substitution $r\to r/Z$ shows that relative errors depend on the exponents through $\alpha/Z^2$, so these numbers carry over to other $Z$.

**Q.** Show me a real ion in a basis I would use.

**A.** Take F$^{8+}$, $Z=9$, nonrelativistic with a point nucleus of infinite mass, solved variationally in the uncontracted s primitives of the fluorine cc-pVXZ sets. The exact values are $E=-40.5$ $E_h$ and $a=9^3/\pi=232.048$ bohr$^{-3}=1565.9$ Å$^{-3}$. Errors are relative to $a$.

| Basis | $A$/bohr$^{-2}$ | $\Delta E/E_h$ | direct | HSF |
|---|---|---|---|---|
| DZ, 9s | 14710 | $1.308\times10^{-3}$ | $-4.200\%$ | $-0.1278\%$ |
| TZ, 10s | 19500 | $1.006\times10^{-3}$ | $-3.648\%$ | $-0.0963\%$ |
| QZ, 12s | 74530 | $1.282\times10^{-4}$ | $-1.865\%$ | $-0.0243\%$ |
| 5Z, 14s | 211400 | $2.754\times10^{-5}$ | $-1.107\%$ | $-0.0084\%$ |

For cc-pVTZ, $\tilde u'(0)=53.006$ against the exact $2\times9^{3/2}=54$. So $\rho_{\rm dir}=53.006^2/4\pi=223.58$ bohr$^{-3}$ (1508.8 Å$^{-3}$), while $\rho_{\rm HSF}=231.825$ bohr$^{-3}$ (1564.4 Å$^{-3}$). The difference $223.584-231.825=-8.241$ matches the quadrature $(1/\pi)\int w\tilde u'dr=-8.2408$ bohr$^{-3}$, and $w(0)=-9\times53.006=-477.05$. The direct error splits into first and second order as $-3.6813\times10^{-2}+3.37\times10^{-4}=-3.648\times10^{-2}$, and the HSF error as $-9.658\times10^{-4}+3.2\times10^{-6}=-9.63\times10^{-4}$. The first-order term dominates both, and since $W$ is the same in both, it is the HSF weight that makes the HSF error small.

Scaling the errors with $A/Z^2=240.7$ gives $0.03648\sqrt{240.7}=0.566$ and $0.000963\times240.7=0.232$. The direct constant is $0.566$ in all four sets, to three figures, although the test asks for agreement within 25%. The HSF constant drifts from $0.232$ to $0.220$. The tightest exponents of the four sets stand in nearly the same ratios (6.67 to 6.68 for the top pair, 4.39 to 4.40 for the next, 3.53 to 3.54 for the third), which is a plausible reason for the constancy. The ratio of direct to HSF error rises from 32.9 to 131.5.

These figures hold for uncontracted primitives. With the s functions contracted as published, the coefficients are fixed for the neutral atom, and the direct and HSF errors for F$^{8+}$ become $-10.7\%$ and $-5.5\%$ (DZ), $-5.4\%$ and $-1.9\%$ (TZ), $+0.48\%$ and $+0.71\%$ (QZ), $+0.52\%$ and $+0.46\%$ (5Z), so most or all of the advantage is lost. All errors also refer to the model value $a$, not to the real ion. The point-nucleus Dirac 1s density at the nuclear radius, about 3.7 fm, is about 3% above $a$, and the finite nuclear mass lowers $a$ by $3m/M\approx9\times10^{-5}$.

For 0.1% accuracy with a $\beta=1.5$ ladder, the leading-order formulas require $A=81\,(0.48849/10^{-3})^2=1.93\times10^7$ bohr$^{-2}$ directly, and $A=81\times0.14693/10^{-3}\approx1.2\times10^4$ bohr$^{-2}$ by HSF, where the logarithmic correction (9% at $A/Z^2=49.9$ and 2.5% at $A/Z^2=1278$ in the variational runs) raises the true requirement by several per cent, so the second digit is uncertain.

**Q.** When does HSF stop helping?

**A.** When the cusp region is not what limits the function. One case is a very poor basis. For a single Gaussian, $\tilde E=\tfrac32\alpha-2Z\sqrt{2\alpha/\pi}$, from $T_{jj}/S_{jj}$ with $p=2\alpha$ and $\int re^{-pr^2}dr=1/2p$. Setting the derivative to zero gives $\tfrac32=Z\sqrt{2/\pi\alpha}$, so $\alpha=8Z^2/9\pi=0.28294Z^2$. Then $\rho_{\rm dir}=(2\alpha/\pi)^{3/2}=64Z^3/27\pi^3$. With $\langle r^{-2}\rangle=2p=4\alpha$, $\rho_{\rm HSF}=2Z\alpha/\pi=16Z^3/9\pi^2$. The relative errors are $64/27\pi^2-1=-0.7598$ and $16/9\pi-1=-0.4341$, less than a factor of two apart, because there is no small $Z\epsilon$.

Another case is a basis with very tight functions but wide spacing. The error is then $2\int W(\phi-b)\,dr$ plus second-order terms, with $b$ the best basis fit to $\phi$. Once $\epsilon$ is negligible and the diffuse end is adequate, what remains of $W$ and of $\phi-b$ should come, for either weight, from the failure of $h\sum_j$ to reproduce the integral over $\alpha$. This suggests, without fixing a coefficient, that both errors are of the order of $\Delta E/|E|$. The test uses $Z=1$, $\beta=4$, 33 functions and $A\ge3.69\times10^{16}$ bohr$^{-2}$, takes the largest magnitude over four shifts of the lattice, and requires the two errors to lie within a factor of ten. They are $9.9\times10^{-4}$ (direct) and $1.23\times10^{-3}$ (HSF), a ratio of 0.80, with $\Delta E=4.5\times10^{-4}$ $E_h$, or $9\times10^{-4}$ of $|E|$. Over these four shifts the largest direct error is smaller than the largest HSF error. The maxima depend on the sampling: eight shifts give $1.28\times10^{-3}$ and $1.55\times10^{-3}$, and both errors take either sign.

Everything above concerns one electron in a central field. With more electrons the identity needs the derivative of the electron-electron repulsion as well, and an angular-momentum term when the density is not spherical. For Hartree-Fock helium the nuclear term $Z\langle r^{-2}\rangle/2\pi$ alone is about 6% above $\rho(0)$.

## Values computed for the example and the checks

```
Hulthen Z=1 d=0.5: rho direct 0.29841552, HSF 0.29841552 bohr^-3
Slater zeta=Z(1+eta): error/eta direct 3.0000, HSF 2.0000
one Gaussian: alpha/Z^2 0.28294, rel err direct -0.7598, HSF -0.4341
cut-off model formula  Cd 1.12838 Ch 1.00000 CE 0.08735
cut-off model A=1e6    Cd 1.12806 Ch 0.99947 CE 0.08728 (quadrature)
beta 1.5, h 0.405465: ell(b^-3/4) 0.43596 ell(b^-1/4) 0.90839 ell(b^1/4) 2.40612
Wiener-Hopf constants  Cd 0.48849 Ch 0.14693 CE 0.011881
variational Z=1, alpha0=0.01 bohr^-2: N, A, rel direct, rel HSF, dE/Eh
  22 4.9879e+01 -6.8982e-02 -3.1996e-03 3.2777e-05
  30 1.2783e+03 -1.3651e-02 -1.1784e-04 2.5856e-07
  38 3.2762e+04 -2.6983e-03 -4.5138e-06 2.0014e-09
  42 1.6586e+05 -1.1994e-03 -8.8870e-07 1.7581e-10
  46 8.3967e+05 -5.3307e-04 -1.7526e-07 1.5439e-11
slopes d ln err/d ln A: direct -0.5000 HSF -1.0010 energy -1.4998
measured at N=46       Cd 0.48847 Ch 0.14716 CE 0.011879
beta=4, 33 functions, A >= 3.69e+16 bohr^-2, max over 4 phases:
  |rel direct| 9.878e-04, |rel HSF| 1.228e-03, ratio 0.804, dE 4.490e-04 Eh
ratio direct/HSF at beta=1.5, N=46: 3041.6
F8+: Z 9, E -40.5000 Eh, rho(0) 232.0479 bohr^-3 = 1565.94 A^-3
cc-pvdz: 9s, A 14710 bohr^-2, A/Z^2 181.6, dE 1.308e-03 Eh
  rho direct 222.302, HSF 231.751 bohr^-3
  rel err direct -4.200 %, HSF -0.1278 %, ratio 32.9
  -err*sqrt(A)/Z direct 0.566, -err*A/Z^2 HSF 0.232
cc-pvtz: 10s, A 19500 bohr^-2, A/Z^2 240.7, dE 1.006e-03 Eh
  rho direct 223.584, HSF 231.825 bohr^-3
  rel err direct -3.648 %, HSF -0.0963 %, ratio 37.9
  -err*sqrt(A)/Z direct 0.566, -err*A/Z^2 HSF 0.232
  rho direct 1508.8, HSF 1564.4 A^-3
  (1/pi) int w u' dr -8.2408 bohr^-3; w(0) -477.05, u'(0) 53.006 a.u.
  direct 1st order -3.6813e-02, 2nd order 3.3676e-04
  HSF    1st order -9.6580e-04, 2nd order 3.1752e-06
cc-pvqz: 12s, A 74530 bohr^-2, A/Z^2 920.1, dE 1.282e-04 Eh
  rho direct 227.721, HSF 231.992 bohr^-3
  rel err direct -1.865 %, HSF -0.0243 %, ratio 76.9
  -err*sqrt(A)/Z direct 0.566, -err*A/Z^2 HSF 0.223
cc-pv5z: 14s, A 211400 bohr^-2, A/Z^2 2609.9, dE 2.754e-05 Eh
  rho direct 229.479, HSF 232.028 bohr^-3
  rel err direct -1.107 %, HSF -0.0084 %, ratio 131.5
  -err*sqrt(A)/Z direct 0.566, -err*A/Z^2 HSF 0.220
beta=1.5, F8+, A for 0.1 %: direct 1.933e+07, HSF 1.190e+04 bohr^-2
```
